# Relative permittivity from the Clausius-Mossotti relation: a numerical check

```python
# Result under test: Clausius-Mossotti theory gives relative permittivity 4
# when x = N*alpha/(3*eps0) = 0.5.
# N: units per volume; alpha: polarizability of one unit (SI);
# E: macroscopic field; P: polarization; eps0: vacuum permittivity.
# Local field: E_loc = E + L*P/eps0, with L = 1/3 for cubic surroundings.
import numpy as np
from scipy.constants import epsilon_0, e, hbar, m_e, pi
from scipy.integrate import quad


def needle_factor(along, side1, side2, half_length=2000, half_width=5):
    """L from a direct sum over point dipoles in a long needle.
    Dipoles point along the needle; the cell volume must be 1."""
    z = along * np.arange(-half_length, half_length + 1)
    total = 0.0
    for i in range(-half_width, half_width + 1):
        for j in range(-half_width, half_width + 1):
            r2 = z**2 + (i * side1)**2 + (j * side2)**2
            keep = r2 > 1e-12
            zz, rr = z[keep]**2, r2[keep]
            total += np.sum((3 * zz - rr) / rr**2.5)
    return total / (4 * pi)


def near_sphere_factor(along, side, radius=30.0):
    """Contribution to L of the dipoles inside a sphere."""
    n = int(radius / min(along, side)) + 1
    k = np.arange(-n, n + 1)
    z2 = (along * k[:, None, None])**2
    r2 = z2 + (side * k[None, :, None])**2 + (side * k[None, None, :])**2
    keep = (r2 > 1e-12) & (r2 < radius**2)
    z2 = np.broadcast_to(z2, r2.shape)[keep]
    r2 = r2[keep]
    return np.sum((3 * z2 - r2) / r2**2.5) / (4 * pi)


def respond(density, alpha, field, factor, rounds=400):
    """Repeated feedback between dipoles and local field."""
    polarization = 0.0
    for _ in range(rounds):
        local = field + factor * polarization / epsilon_0
        polarization = density * alpha * local
    permittivity = 1 + polarization / (epsilon_0 * field)
    return permittivity, polarization, local


# Example inputs, in the rough regime of amorphous silicon dioxide
x = 0.5
density = 22e27            # 1/m^3
field = 1e8                # V/m
thickness = 10e-9          # m
alpha = 3 * epsilon_0 * x / density

# Local-field factor of the simple cubic lattice and of the cavity surface
cubic = needle_factor(1.0, 1.0, 1.0)
surface = quad(lambda t: 0.5 * np.cos(t)**2 * np.sin(t), 0, pi)[0]
assert abs(cubic - 1 / 3) < 2e-5       # finite needle length
assert abs(surface - 1 / 3) < 1e-10
near_cubic = near_sphere_factor(1.0, 1.0)
assert abs(near_cubic) < 1e-10

# Stretched lattice: near dipoles no longer cancel
ratio = 1.05
c, a = ratio**(2 / 3), ratio**(-1 / 3)
L_along = needle_factor(c, a, a)
L_across = needle_factor(a, a, c)
near_stretched = near_sphere_factor(c, a)
assert abs(L_along + 2 * L_across - 1) < 5e-5
assert abs(near_stretched) > 0.01
# tolerance covers the ragged edge of the finite sphere
assert abs(surface + near_stretched - L_along) < 2e-3

# Permittivity from its definition against the solved relation
for trial in (0.1, 0.3, 0.5, 0.8):
    trial_alpha = 3 * epsilon_0 * trial / density
    found = respond(density, trial_alpha, field, cubic)[0]
    assert abs(found / ((1 + 2 * trial) / (1 - trial)) - 1) < 2e-4
eps_r, P, local = respond(density, alpha, field, cubic)
assert abs(eps_r - 4) < 2e-4
assert abs(local / field - (4 + 2) / 3) < 2e-4
partial = [respond(density, alpha, field, cubic, n)[0] for n in (1, 2, 3)]
for n, value in enumerate(partial, start=1):
    series = 1 + 3 * x * sum(x**k for k in range(n))
    assert abs(value - series) < 2e-4

# Runaway above x = 1, and sensitivity at x = 0.5
big_alpha = 3 * epsilon_0 * 1.1 / density
early = respond(density, big_alpha, field, cubic, 50)[1]
late = respond(density, big_alpha, field, cubic, 100)[1]
assert late > 50 * early
h = 1e-4
up = respond(density, alpha * (1 + h / x), field, cubic)[0]
down = respond(density, alpha * (1 - h / x), field, cubic)[0]
slope = (up - down) / (2 * h)
assert abs(slope - 3 / (1 - x)**2) < 2e-3
denser = respond(1.01 * density, alpha, field, cubic)[0]

# Neglected effects
eps_no_local = respond(density, alpha, field, 0.0)[0]
eps_weaker = respond(density, alpha, field, 0.9 * cubic)[0]
eps_along = respond(density, alpha, field, L_along)[0]
eps_across = respond(density, alpha, field, L_across)[0]
eps_optical = 2.1          # rough
x_electronic = (eps_optical - 1) / (eps_optical + 2)
optical_check = respond(density, alpha * x_electronic / x, field, cubic)[0]
assert abs(optical_check - eps_optical) < 2e-4
expansion, warming = 0.5e-6, 100.0     # rough linear 1/K; K
warm_density = density / (1 + expansion * warming)**3
eps_shift = respond(warm_density, alpha, field, cubic)[0] - eps_r
breakdown = 1e9            # V/m, rough
barrier, mass = 3.0, 0.4   # eV and electron masses, rough


def decay(z):
    height = barrier * e - e * field * z
    return 2 * np.sqrt(2 * mass * m_e * height) / hbar


log_transmission = -quad(decay, 0, thickness)[0] / np.log(10)
assert log_transmission < -20

print(f"x = N alpha/(3 eps0): {x:.2f} (no unit)")
print(f"Number density: {density * 1e-27:.1f} per nm^3")
print(f"Polarizability volume alpha/(4 pi eps0): "
      f"{alpha / (4 * pi * epsilon_0) * 1e27:.5f} nm^3")
print(f"Macroscopic field: {field / 1e8:.2f} MV/cm")
print(f"Film thickness: {thickness * 1e9:.1f} nm")
print(f"Cubic local-field factor, needle sum: {cubic:.4f} (no unit)")
print(f"Cavity surface factor, quadrature: {surface:.4f} (no unit)")
print(f"Relative permittivity, feedback sum: {eps_r:.3f} (no unit)")
for n, value in enumerate(partial, start=1):
    print(f"Permittivity after feedback round {n}: {value:.3f} (no unit)")
print(f"Local field: {local / 1e8:.3f} MV/cm")
print(f"Polarization: {P * 100:.4f} uC/cm^2")
print(f"Dipole per formula unit: {P / density / e * 1e12:.3f} e pm")
print(f"Capacitance per area: "
      f"{eps_r * epsilon_0 / thickness * 100:.4f} uF/cm^2")
print(f"Slope d(permittivity)/dx: {slope:.2f} (no unit)")
print(f"Permittivity at 1 % higher density: {denser:.3f} (no unit)")
print(f"Permittivity, local-field factor 10 % lower: "
      f"{eps_weaker:.3f} (no unit)")
print(f"Permittivity, no local-field correction: "
      f"{eps_no_local:.3f} (no unit)")
print(f"Axis ratio of stretched lattice: {ratio:.2f} (no unit)")
print(f"Local-field factor along stretch: {L_along:.4f} (no unit)")
print(f"Local-field factor across stretch: {L_across:.4f} (no unit)")
print(f"Near-dipole part along stretch: {near_stretched:.3f} (no unit)")
print(f"Permittivity along stretch: {eps_along:.3f} (no unit)")
print(f"Permittivity across stretch: {eps_across:.3f} (no unit)")
print(f"Rough optical permittivity: {eps_optical:.1f} (no unit)")
print(f"Electronic part of x: {x_electronic:.3f} (no unit)")
print(f"Electronic share of polarizability: "
      f"{100 * x_electronic / x:.0f} %")
print(f"Rough linear expansion: {expansion * 1e6:.1f} ppm/K")
print(f"Temperature rise: {warming:.0f} K")
print(f"Permittivity shift from density alone: {eps_shift:.5f} (no unit)")
print(f"Rough breakdown field: {breakdown / 1e8:.0f} MV/cm")
print(f"Field as share of breakdown: {100 * field / breakdown:.0f} %")
print(f"Rough tunnel barrier: {barrier:.1f} eV")
print(f"Rough tunnelling mass: {mass:.1f} electron masses")
print(f"log10 of tunnel transmission: {log_transmission:.0f} (no unit)")
print("finished without a failed check")
```

Output:

```
x = N alpha/(3 eps0): 0.50 (no unit)
Number density: 22.0 per nm^3
Polarizability volume alpha/(4 pi eps0): 0.00543 nm^3
Macroscopic field: 1.00 MV/cm
Film thickness: 10.0 nm
Cubic local-field factor, needle sum: 0.3333 (no unit)
Cavity surface factor, quadrature: 0.3333 (no unit)
Relative permittivity, feedback sum: 4.000 (no unit)
Permittivity after feedback round 1: 2.500 (no unit)
Permittivity after feedback round 2: 3.250 (no unit)
Permittivity after feedback round 3: 3.625 (no unit)
Local field: 2.000 MV/cm
Polarization: 0.2656 uC/cm^2
Dipole per formula unit: 0.754 e pm
Capacitance per area: 0.3542 uF/cm^2
Slope d(permittivity)/dx: 12.00 (no unit)
Permittivity at 1 % higher density: 4.061 (no unit)
Permittivity, local-field factor 10 % lower: 3.727 (no unit)
Permittivity, no local-field correction: 2.500 (no unit)
Axis ratio of stretched lattice: 1.05 (no unit)
Local-field factor along stretch: 0.2847 (no unit)
Local-field factor across stretch: 0.3577 (no unit)
Near-dipole part along stretch: -0.049 (no unit)
Permittivity along stretch: 3.618 (no unit)
Permittivity across stretch: 4.236 (no unit)
Rough optical permittivity: 2.1 (no unit)
Electronic part of x: 0.268 (no unit)
Electronic share of polarizability: 54 %
Rough linear expansion: 0.5 ppm/K
Temperature rise: 100 K
Permittivity shift from density alone: -0.00090 (no unit)
Rough breakdown field: 10 MV/cm
Field as share of breakdown: 10 %
Rough tunnel barrier: 3.0 eV
Rough tunnelling mass: 0.4 electron masses
log10 of tunnel transmission: -44 (no unit)
finished without a failed check
```
